# Why Cartesian Gaussian trial states overstiffen librations and free rotations: a numerical check

```python
# Cartesian Gaussian (SCHA) trial states in a ring valley.
# H = p^2/2m + (k/2)(r-R)^2 + kappa(1-cos phi), 2D, Rydberg units (hbar=1, m_e=1/2).
# w_r=sqrt(k/m), B=1/(2mR^2), eps=B/w_r, w_th^2=2*B*kappa, Omega = tangential auxiliary
# frequency, s = tangential variance. Results under test:
#   Omega^2 = w_th^2 + (B w_r^2/Omega)coth(Omega/2T) - B w_r coth(w_r/2T) + O(s/R^2 rel.)
#   free ring, T=0: Omega ~ (B w_r^2)^(1/3), E - w_r/2 ~ (3/8)Omega; true spacing ~ B;
#   bending the Gaussian along the valley removes most of the excess;
#   the relaxed centroid Hessian is zero (free) or ~ kappa<cos phi>/x0^2 (pinned).
# Internally hbar=m=w_r=1, so R^2=1/(2 eps); outputs are converted to Ry and bohr.
import numpy as np, sympy as sp
from scipy.optimize import minimize, brentq
from scipy import constants as C
from pyscf import gto, scf
from pyscf.data import elements
scf.hf.MUTE_CHKFILE = True

# ---- symbolic geometry, Gaussian moment, bent-state kinetic energy
R_, s_, l_, v_, k_ = sp.symbols('R s l v kap', positive=True)
u_, y_, x_, a_ = sp.symbols('u y x a', real=True)
ser = sp.series(sp.sqrt((R_+l_**2*u_)**2+l_**2*y_**2)-R_, l_, 0, 5).removeO().subs(l_, 1)
assert sp.simplify(ser-(u_+y_**2/(2*R_)-u_*y_**2/(2*R_**2)-y_**4/(8*R_**3))) == 0
def gavg(poly, var, variance):
    wt = sp.exp(-var**2/(2*variance))/sp.sqrt(2*sp.pi*variance)
    return sum(c*sp.integrate(var**n*wt, (var, -sp.oo, sp.oo))
               for (n,), c in sp.Poly(sp.expand(poly), var).terms())
assert sp.simplify(gavg((u_+y_**2/(2*R_))**2, y_, s_)-(u_+s_/(2*R_))**2-s_**2/(2*R_**2)) == 0
lnpsi = -(x_+a_*(y_**2-s_))**2/(4*v_)-y_**2/(4*s_)
grad2 = (sp.diff(lnpsi, x_)**2+sp.diff(lnpsi, y_)**2).subs(x_, u_-a_*(y_**2-s_))
kin = gavg(gavg(grad2, u_, v_), y_, s_)/2
assert sp.simplify(kin-((1+4*a_**2*s_)/v_+1/s_)/8) == 0
r_ = sp.sqrt(x_**2+y_**2)
V_ = (r_-R_)**2/2+k_*(1-x_/r_)
lam = lambda e: sp.lambdify((x_, y_, R_, k_), e, 'numpy')
Vyy, Vxyy, Vxxyy = lam(V_.diff(y_, 2)), lam(V_.diff(x_, y_, 2)), lam(V_.diff(x_, 2, y_, 2))

# ---- Gaussian free energy by quadrature of the full potential
g, wq = np.polynomial.hermite_e.hermegauss(32)
wq = wq/wq.sum()
GA, GB = np.meshgrid(g, g, indexing='ij')
W = np.outer(wq, wq)
coth = lambda w, T: 1.0 if T == 0 else 1/np.tanh(w/(2*T))
def pot(u, y, R, kap):
    x = R+u
    r = np.hypot(x, y)
    return 0.5*((2*R*u+u*u+y*y)/(r+R))**2+kap*y*y/(r*(r+x))
def free_gauss(d, y0, la, lb, al, R, kap, T):
    F, sd = 0.0, []
    for w in (np.exp(la), np.exp(lb)):
        F += w/2-w/4*coth(w, T)+(T*np.log(-np.expm1(-w/T)) if T > 0 else 0.0)
        sd.append(np.sqrt(coth(w, T)/(2*w)))
    a, b = sd[0]*GA, sd[1]*GB
    return F+np.sum(W*pot(d+np.cos(al)*a-np.sin(al)*b, y0+np.sin(al)*a+np.cos(al)*b, R, kap))
def argmin(f, x, steps=(0.3, 0.02, 1e-3)):
    x = np.array(x, float)
    for st in steps:
        sim = np.vstack([x, x+st*np.eye(len(x))])
        res = minimize(f, x, method='Nelder-Mead', options=dict(
            initial_simplex=sim, xatol=1e-8, fatol=1e-13, maxfev=2000, maxiter=2000))
        x = res.x
    return x, res.fun
def scha(eps, kap, T):
    R = (2*eps)**-0.5
    p, F = argmin(lambda p: free_gauss(p[0], 0, p[1], p[2], 0, R, kap, T), [0, 0, np.log(0.3)])
    return p[0], np.exp(p[1]), np.exp(p[2]), F
def bent(eps, kap):
    R = (2*eps)**-0.5
    def E(p):
        v, s, a = np.exp(p[1]), np.exp(p[2]), p[3]/(2*R)
        y = np.sqrt(s)*GB
        u = p[0]+np.sqrt(v)*GA-a*(y*y-s)
        return ((1+4*a*a*s)/v+1/s)/8+np.sum(W*pot(u, y, R, kap))
    p, En = argmin(E, [-0.1, np.log(0.5), np.log(4.0), 0.0])
    return p[3], 1/(2*np.exp(p[2])), En
def omega_formula(eps, kap, T, refined=True):
    f = lambda w: w*w-2*eps*kap-eps*coth(w, T)/w+(eps*coth(1.0, T) if refined else 0)
    return brentq(f, 1e-8, 3, xtol=1e-15)
def hessians(eps, kap, sol, h=0.03):
    R = (2*eps)**-0.5
    d, wx, wy, F = sol
    rel = lambda y0: argmin(lambda p: free_gauss(d, y0, p[0], p[1], p[2], R, kap, 0),
                            [np.log(wx), np.log(wy), 0], (0.01, 1e-3, 1e-4))[1]
    fd = 2*(rel(h)-rel(0.0))/h**2
    frozen = 2*(free_gauss(d, h, np.log(wx), np.log(wy), 0, R, kap, 0)-F)/h**2
    x, y = R+d+GA/np.sqrt(2*wx), GB/np.sqrt(2*wy)
    av = lambda f: np.sum(W*f(x, y, R, kap))
    chi = -1/(2*wx*wy*(wx+wy))
    bub = av(Vxyy)**2*chi/(1-av(Vxxyy)*chi)
    cosav = np.sum(W*x/np.hypot(x, y))
    return fd, frozen, av(Vyy), bub, kap*cosav/(R+d)**2, cosav

# ---- reference: polar diagonalization, oscillator DVR radially, exp(iM phi) angularly
def radial(eps, N=20):
    o = np.sqrt(np.arange(1, N)/2)
    xs, U = np.linalg.eigh(np.diag(o, 1)+np.diag(o, -1))
    return U.T@np.diag(np.arange(N)+0.5)@U, 1/(2*((2*eps)**-0.5+xs)**2)
def ring_levels(eps, M):
    H0, c = radial(eps)
    return np.linalg.eigvalsh(H0+np.diag(c*(M*M-0.25)))
def pinned_levels(eps, kap, Mx=24):
    H0, c = radial(eps)
    M = np.arange(-Mx, Mx+1)
    n = len(M)
    ang = kap*(np.eye(n)-0.5*(np.eye(n, k=1)+np.eye(n, k=-1)))
    H = np.kron(H0, np.eye(n))+np.kron(np.diag(c), np.diag(M*M-0.25))+np.kron(np.eye(len(c)), ang)
    return np.linalg.eigvalsh(H)[:2]

# ---- asymptotic tests at eps = 1e-6 (next neglected terms are O(eps^(1/3)) of the coefficients)
e0 = 1e-6; t = e0**(1/3)
d, wx, wy, F = scha(e0, 0, 0)
c_om, c_en = (wy/t-1)/t, (F-0.5-3*t/8)/t**2
assert abs(c_om+1/3) < 0.03 and abs(c_en+0.25) < 0.01
assert abs(d/(-(1/(2*wy))*np.sqrt(2*e0)/2)-1) < 5e-3
for kap0, T0 in ((200.0, 0), (0, 0.01), (200.0, 0.03)):
    assert abs(scha(e0, kap0, T0)[2]/omega_formula(e0, kap0, T0)-1) < 1e-3
c_cl = scha(e0, 0, 5.0)[2]/(2*e0*5.0)**0.25
assert abs(c_cl-1) < 0.01
print(f"eps=1e-6: (Omega/eps^(1/3)-1)/eps^(1/3) = {c_om:.4f}; energy eps^(2/3) coefficient = {c_en:.4f}")
print(f"eps=1e-6, T=5 w_r: Omega/(2 B T w_r^2)^(1/4) = {c_cl:.4f}")

# ---- HCl stretch at RHF/cc-pVDZ
def hcl(dist):
    mol = gto.M(atom=[['Cl', (0, 0, 0)], ['H', (0, 0, dist)]], unit='Bohr', basis='cc-pvdz', verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-12
    mf.kernel(); assert mf.converged
    return mf
ds = 0.04*np.arange(-3, 4)
Es = np.array([2*hcl(2.41+z).e_tot for z in ds])
P = np.poly1d(np.polyfit(ds, Es-Es.min(), 6))
z0 = brentq(P.deriv(), ds[0], ds[-1]); Rb, k = 2.41+z0, P.deriv(2)(z0)
force = lambda z: 2*hcl(z).nuc_grad_method().kernel()[1, 2]
assert abs(force(Rb)) < 5e-5
assert abs((force(Rb+0.01)-force(Rb-0.01))/0.02/k-1) < 1e-3
mH, mCl = elements.MASSES[1], elements.MASSES[17]
m = mH*mCl/(mH+mCl)*C.atomic_mass/C.m_e/2
wr = np.sqrt(k/m); B = 1/(2*m*Rb**2); eps = B/wr; ell = (m*wr)**-0.5
cm = C.Rydberg/100
kT = C.k*300/C.physical_constants['Rydberg constant times hc in J'][0]
ry = lambda name, x: print(f"{name} = {x*wr:.5e} Ry")
main = lambda name, x: print(f"{name} = {x*wr:.5e} Ry = {x*wr*cm:.1f} cm^-1")
print(f"HCl RHF/cc-pVDZ: R = {Rb:.4f} bohr, k = {k:.4f} Ry/bohr^2")
print(f"masses {mH:.3f} u, {mCl:.2f} u; m = {m:.2f} (units of 2 m_e)")
main("w_r", 1.0); main("B", eps)
print(f"eps = {eps:.5e}; eps^(1/3) = {eps**(1/3):.4f}; eps^(2/3) = {eps**(2/3):.4f}")

# ---- free ring, T = 0
E0, E1 = ring_levels(eps, 0)[0], ring_levels(eps, 1)[0]
assert abs((E0-0.5)/(-eps*(1+3*eps)/4)-1) < 1e-3 and abs((E1-E0)/(eps*(1+3*eps))-1) < 1e-3
sol = scha(eps, 0, 0); d, wx, wy, F = sol
assert F > E0 and abs(wy/eps**(1/3)-1) < 0.1 and abs(wy/omega_formula(eps, 0, 0)-1) < 0.04
fd, fr, vyy, bub, rig, ca = hessians(eps, 0, sol)
assert abs(vyy/wy**2-1) < 1e-5 and abs(fr/vyy-1) < 1e-3
assert abs(fd) < 1e-3*vyy and abs(vyy+bub) < 1e-4*vyy
a2R, wb, Eb = bent(eps, 0)
assert E0 < Eb and Eb-E0 < 0.45*(F-E0) and 0.9 < a2R < 1.4
print("-- free ring, T = 0")
ry("reference E0 - w_r/2", E0-0.5); main("reference E(M=1)-E0", E1-E0)
ry("Omega leading", eps**(1/3)); ry("Omega refined", omega_formula(eps, 0, 0))
main("Omega minimized", wy); ry("radial auxiliary frequency", wx)
print(f"Omega/(E1-E0) = {wy/(E1-E0):.1f}")
print(f"sqrt(s) = {ell/np.sqrt(2*wy):.4f} bohr; sigma = {ell/np.sqrt(2*wx):.4f} bohr")
print(f"centroid shift = {d*ell:.4f} bohr; -s/2R = {-ell**2/(4*wy*Rb):.4f} bohr")
ry("two-term formula E_G - w_r/2", 3*eps**(1/3)/8-eps**(2/3)/4)
main("E_G - E0", F-E0); main("bent E - E0", Eb-E0)
print(f"bent 2Ra = {a2R:.3f}")
print(f"<V_yy> = {vyy*k:.5e}, bubble = {bub*k:.5e} Ry/bohr^2")
print(f"|relaxed Hessian, finite difference|/<V_yy> = {abs(fd)/vyy:.0e}")

# ---- free ring, 300 K
T = kT/wr
lev = np.concatenate([ring_levels(eps, M)[:6] for M in range(-40, 41)])
bz = np.exp(-(lev-E0)/T)
Fx = E0-T*np.log(bz.sum()); Sx = ((lev*bz).sum()/bz.sum()-Fx)/T
Frot = -T*np.log(np.sqrt(np.pi*T/eps))
assert abs((Fx-E0)/Frot-1) < 0.01
dT, wxT, wyT, FT = scha(eps, 0, T)
assert FT > Fx and wyT > wy and abs(wyT/omega_formula(eps, 0, T)-1) < 0.05
SG = sum((w/T)/np.expm1(w/T)-np.log(-np.expm1(-w/T)) for w in (wxT, wyT))
assert abs(-(scha(eps, 0, 1.01*T)[3]-scha(eps, 0, 0.99*T)[3])/(0.02*T)/SG-1) < 1e-3
print("-- free ring, 300 K")
ry("kT", T); ry("Omega refined", omega_formula(eps, 0, T)); main("Omega minimized", wyT)
ry("reference F - E0", Fx-E0); ry("-T ln sqrt(pi T/B)", Frot); main("F_G - F reference", FT-Fx)
print(f"entropy: Gaussian {SG:.3f} k_B, reference {Sx:.3f} k_B")

# ---- pinned ring, T = 0
kappa = 0.02; kap = kappa/wr; wth = np.sqrt(2*eps*kap)
L0, L1 = pinned_levels(eps, kap)
assert abs((L1-L0)/(wth*(1+1.5*eps)-eps/4)-1) < 2e-3
sol = scha(eps, kap, 0); d, wx, wy, F = sol
assert F > L0 and abs(wy/omega_formula(eps, kap, 0)-1) < 0.05 and wy > 2*(L1-L0)
fd, fr, vyy, bub, rig, ca = hessians(eps, kap, sol)
assert abs(vyy/wy**2-1) < 1e-5 and abs(fr/vyy-1) < 1e-3
assert abs(fd/(vyy+bub)-1) < 2e-3 and abs(rig/(vyy+bub)-1) < 2e-3
wH = np.sqrt(vyy+bub)
assert 0 < wH/(L1-L0)-1 < 0.03
a2R, wb, Eb = bent(eps, kap)
assert L0 < Eb and Eb-L0 < 0.15*(F-L0) and abs(a2R-1) < 0.15 and abs(wb/wth-1) < 0.25
print(f"-- pinned ring, kappa = {kappa} Ry, T = 0")
main("w_theta", wth); ry("w_th(1+3eps/2)-B/4", wth*(1+1.5*eps)-eps/4)
main("reference fundamental", L1-L0)
print(f"w_th^3/(B w_r^2) = {wth**3/eps:.4f}")
ry("Omega leading", omega_formula(eps, kap, 0, False)); ry("Omega refined", omega_formula(eps, kap, 0))
main("Omega minimized", wy)
print(f"Omega/fundamental = {wy/(L1-L0):.3f}; sqrt(s) = {ell/np.sqrt(2*wy):.4f} bohr")
print(f"x0 = {Rb+d*ell:.4f} bohr; <cos phi> = {ca:.5f}")
print(f"<V_yy> = {vyy*k:.5e}, bubble = {bub*k:.5e} Ry/bohr^2")
print(f"Hessian: response {(vyy+bub)*k:.5e}, finite diff {fd*k:.5e} Ry/bohr^2")
print(f"Hessian: rigid rotation {rig*k:.5e} Ry/bohr^2")
main("Hessian frequency", wH); main("E_G - E0", F-L0); main("bent E - E0", Eb-L0)
main("bent 1/(2 m s)", wb)
print(f"bent 2Ra = {a2R:.3f}; bent sqrt(s) = {ell/np.sqrt(2*wb):.4f} bohr")
print("ALL CHECKS PASSED")
```

Running it gives:

```
eps=1e-6: (Omega/eps^(1/3)-1)/eps^(1/3) = -0.3432; energy eps^(2/3) coefficient = -0.2529
eps=1e-6, T=5 w_r: Omega/(2 B T w_r^2)^(1/4) = 0.9969
HCl RHF/cc-pVDZ: R = 2.4137 bohr, k = 0.7353 Ry/bohr^2
masses 1.008 u, 35.45 u; m = 893.33 (units of 2 m_e)
w_r = 2.86894e-02 Ry = 3148.3 cm^-1
B = 9.60673e-05 Ry = 10.5 cm^-1
eps = 3.34853e-03; eps^(1/3) = 0.1496; eps^(2/3) = 0.0224
-- free ring, T = 0
reference E0 - w_r/2 = -2.42625e-05 Ry
reference E(M=1)-E0 = 9.70467e-05 Ry = 10.6 cm^-1
Omega leading = 4.29214e-03 Ry
Omega refined = 4.07828e-03 Ry
Omega minimized = 4.00255e-03 Ry = 439.2 cm^-1
radial auxiliary frequency = 2.83592e-02 Ry
Omega/(E1-E0) = 41.2
sqrt(s) = 0.3739 bohr; sigma = 0.1405 bohr
centroid shift = -0.0284 bohr; -s/2R = -0.0290 bohr
two-term formula E_G - w_r/2 = 1.44902e-03 Ry
E_G - E0 = 1.45123e-03 Ry = 159.3 cm^-1
bent E - E0 = 4.11068e-04 Ry = 45.1 cm^-1
bent 2Ra = 1.006
<V_yy> = 1.43116e-02, bubble = -1.43116e-02 Ry/bohr^2
|relaxed Hessian, finite difference|/<V_yy> = 7e-05
-- free ring, 300 K
kT = 1.90009e-03 Ry
Omega refined = 4.38699e-03 Ry
Omega minimized = 4.30643e-03 Ry = 472.6 cm^-1
reference F - E0 = -3.91466e-03 Ry
-T ln sqrt(pi T/B) = -3.92305e-03 Ry
F_G - F reference = 5.14079e-03 Ry = 564.1 cm^-1
entropy: Gaussian 0.372 k_B, reference 2.561 k_B
-- pinned ring, kappa = 0.02 Ry, T = 0
w_theta = 1.96028e-03 Ry = 215.1 cm^-1
w_th(1+3eps/2)-B/4 = 1.94611e-03 Ry
reference fundamental = 1.94444e-03 Ry = 213.4 cm^-1
w_th^3/(B w_r^2) = 0.0953
Omega leading = 4.59012e-03 Ry
Omega refined = 4.37651e-03 Ry
Omega minimized = 4.29907e-03 Ry = 471.8 cm^-1
Omega/fundamental = 2.211; sqrt(s) = 0.3608 bohr
x0 = 2.3875 bohr; <cos phi> = 0.98901
<V_yy> = 1.65106e-02, bubble = -1.30406e-02 Ry/bohr^2
Hessian: response 3.46994e-03, finite diff 3.47089e-03 Ry/bohr^2
Hessian: rigid rotation 3.47024e-03 Ry/bohr^2
Hessian frequency = 1.97085e-03 Ry = 216.3 cm^-1
E_G - E0 = 6.99980e-04 Ry = 76.8 cm^-1
bent E - E0 = 2.85344e-05 Ry = 3.1 cm^-1
bent 1/(2 m s) = 2.15608e-03 Ry = 236.6 cm^-1
bent 2Ra = 0.904; bent sqrt(s) = 0.5095 bohr
ALL CHECKS PASSED
```
